# The Liechtenstein exchange formula from two infinitesimal local spin rotations, part 1

(Sections cited here and not found follow in the second part.)

## The pair constant from two local rotations

Let the electrons of a magnet be described by a single-particle Hamiltonian in an orthonormal basis of local orbitals. The sites are labelled $i,j$, and each site carries one or more orbitals. The Hamiltonian is

$$H=h\otimes 1+\tfrac12\sum_i B_i\,(\mathbf e_i\cdot\boldsymbol\sigma).$$

Here $h$ contains the hopping and the spin-independent part of the onsite energies, $\boldsymbol\sigma$ is the vector of Pauli matrices, and $\mathbf e_i$ is a unit vector giving the direction of the exchange field on site $i$. The matrix $B_i$ acts in the orbitals of site $i$. It is the onsite energy of spin along $\mathbf e_i$ minus that of spin against it, so it is negative when the majority spin points along $\mathbf e_i$. Both $h$ and $B_i$ are taken real and symmetric. Spin-orbit coupling is left out, and all spin dependence is onsite.

The reference state is collinear along $z$. First let all $\mathbf e_i$ equal $\hat{\mathbf z}$; reversed sites are treated below. The Hamiltonian then splits into $H^\uparrow$ and $H^\downarrow$, and the onsite exchange splitting is

$$\Delta_i=H^\uparrow_{ii}-H^\downarrow_{ii}=B_i .$$

The retarded Green functions are $G^\sigma(\varepsilon)=(\varepsilon+i0-H^\sigma)^{-1}$, and $G^\sigma_{ij}$ is the orbital block connecting site $j$ to site $i$. The Fermi function $f(\varepsilon)$ has chemical potential $\mu$ and temperature $T$. The energy of the directions is to be compared with

$$E=-\tfrac12\sum_{i\neq j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,$$

in which each pair counts once, because the factor $\tfrac12$ cancels the double appearance of the pair in the sum. A positive $J_{ij}$ favours parallel directions. If the energy is written without the factor $\tfrac12$, every constant below is halved.

The quantity to be expanded is the grand potential of the electrons at fixed $\mu$. For levels $\varepsilon_n$ it is $\Omega=\sum_n\omega(\varepsilon_n)$ with

$$\omega(\varepsilon)=-k_BT\ln\!\left(1+e^{-(\varepsilon-\mu)/k_BT}\right).$$

Differentiation gives $\omega'(\varepsilon)=f(\varepsilon)$, and $\omega$ vanishes at high energy. Hence $\omega(\varepsilon_n)=-\int_{\varepsilon_n}^{\infty}f\,d\varepsilon$. Summing over levels produces

$$\Omega=-\int f(\varepsilon)\,N(\varepsilon)\,d\varepsilon ,$$

where $N(\varepsilon)$ is the number of levels below $\varepsilon$. This number can be read from a logarithm. The imaginary part of $\ln(\varepsilon+i0-\varepsilon_n)$ is zero when $\varepsilon$ lies above $\varepsilon_n$ and $\pi$ when it lies below. If $M$ is the total number of levels, then

$$N(\varepsilon)=M-\frac1\pi\,\mathrm{Im}\,\mathrm{Tr}\ln(\varepsilon+i0-H).$$

Now change $H$ to $H+V$. Since $\varepsilon-H-V=(\varepsilon-H)(1-GV)$, and since $\mathrm{Tr}\ln$ is the logarithm of a determinant, which turns products into sums, the trace changes by $\mathrm{Tr}\ln(1-GV)$. The branch is fixed by continuity from $V=0$. With $\ln(1-x)=-x-\tfrac12x^2-\dots$ the change of $N$ is $(1/\pi)\,\mathrm{Im}\,\mathrm{Tr}[GV+\tfrac12GVGV+\dots]$, and therefore

$$\delta\Omega=-\frac1\pi\,\mathrm{Im}\int f(\varepsilon)\,\mathrm{Tr}\!\left[GV+\tfrac12\,GVGV+\dots\right]d\varepsilon .$$

The first term is the familiar first-order shift $\sum_n f(\varepsilon_n)V_{nn}$, because $-(1/\pi)\,\mathrm{Im}\,G$ is a sum of delta functions at the levels. For a finite system $G$ has poles on the real axis, where an expansion in $V$ is not small. The integrand is analytic just above the axis, so the path can be moved there first, where $G$ is bounded, and the expansion then made. At zero temperature this requires that $\mu$ not coincide with a discrete level.

A small rotation of site $i$ gives its direction a transverse part $\boldsymbol\theta_i=(\theta_i^x,\theta_i^y,0)$. The length of $\mathbf e_i$ stays one, so to second order

$$\mathbf e_i=\boldsymbol\theta_i+\left(1-\tfrac12\theta_i^2\right)\hat{\mathbf z}.$$

The magnitude matrix $B_i$ is held fixed during the rotation. The change of the Hamiltonian is

$$V_i=\tfrac12\Delta_i\left(\boldsymbol\theta_i\cdot\boldsymbol\sigma-\tfrac12\theta_i^2\,\sigma_z\right).$$

The part linear in the angle flips the spin, while $G$ is diagonal in spin. Its contribution to $\mathrm{Tr}\,GV$ is zero, so a collinear arrangement exerts no torque at first order. The energy begins at second order.

Rotate two different sites $i$ and $j$, so that $V=V_i+V_j$. The energy contains the cost of turning each site alone, and these costs must be removed to isolate the interaction:

$$\delta\Omega_{ij}=\Omega(\boldsymbol\theta_i,\boldsymbol\theta_j)-\Omega(\boldsymbol\theta_i,0)-\Omega(0,\boldsymbol\theta_j)+\Omega(0,0).$$

The term $\mathrm{Tr}\,GV$ is a sum of a piece from $i$ and a piece from $j$, and it cancels. In the quadratic term, $V_i$ with $V_i$ and $V_j$ with $V_j$ cancel as well. The two mixed orders are equal because a trace is cyclic, and their sum removes the factor $\tfrac12$:

$$\delta\Omega_{ij}=-\frac1\pi\,\mathrm{Im}\int f\,\mathrm{Tr}\!\left[V_iG_{ij}V_jG_{ji}\right]d\varepsilon .$$

Only the transverse parts of $V_i$ and $V_j$ are needed at this order. In the spin basis,

$$\boldsymbol\theta\cdot\boldsymbol\sigma=\begin{pmatrix}0&\theta^-\\ \theta^+&0\end{pmatrix},\qquad \theta^\pm=\theta^x\pm i\theta^y .$$

An electron therefore travels between the sites with one spin and returns with the other. Define the two orbital traces

$$A^{\uparrow\downarrow}=\mathrm{Tr}\!\left[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\right],\qquad A^{\downarrow\uparrow}=\mathrm{Tr}\!\left[\Delta_iG^\downarrow_{ij}\Delta_jG^\uparrow_{ji}\right].$$

The spin trace gives

$$\mathrm{Tr}\!\left[V_iG_{ij}V_jG_{ji}\right]=\tfrac14\left(\theta_i^-\theta_j^+A^{\downarrow\uparrow}+\theta_i^+\theta_j^-A^{\uparrow\downarrow}\right).$$

Multiplying out, $\theta_i^-\theta_j^+=\boldsymbol\theta_i\cdot\boldsymbol\theta_j+i(\theta_i^x\theta_j^y-\theta_i^y\theta_j^x)$, and the other product has the opposite sign of $i$. So

$$\mathrm{Tr}\!\left[V_iG_{ij}V_jG_{ji}\right]=\tfrac14\left(A^{\uparrow\downarrow}+A^{\downarrow\uparrow}\right)\boldsymbol\theta_i\cdot\boldsymbol\theta_j+\tfrac i4\left(A^{\downarrow\uparrow}-A^{\uparrow\downarrow}\right)(\boldsymbol\theta_i\times\boldsymbol\theta_j)_z .$$

The two traces are equal when $H^\sigma$ is real and symmetric. In that case $G^\sigma$ is also symmetric, which for blocks means $(G^\sigma_{ij})^{T}=G^\sigma_{ji}$. A trace is unchanged by transposition, so

$$A^{\downarrow\uparrow}=\mathrm{Tr}\!\left[(G^\uparrow_{ji})^T\Delta_j(G^\downarrow_{ij})^T\Delta_i\right]=\mathrm{Tr}\!\left[G^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\Delta_i\right]=A^{\uparrow\downarrow}.$$

The cross product term disappears, and the interaction energy becomes

$$\delta\Omega_{ij}=-\left\{\frac1{2\pi}\,\mathrm{Im}\int f\,\mathrm{Tr}\!\left[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\right]d\varepsilon\right\}\boldsymbol\theta_i\cdot\boldsymbol\theta_j .$$

The same combination of four energies, taken from the Heisenberg form, is $-J_{ij}\,\boldsymbol\theta_i\cdot\boldsymbol\theta_j$. The longitudinal parts of $\mathbf e_i\cdot\mathbf e_j$ give single-site terms, which cancel, and a product $\theta_i^2\theta_j^2$ of fourth order. Comparison yields the Liechtenstein formula,

$$\boxed{\,J_{ij}=\frac1{2\pi}\,\mathrm{Im}\int f(\varepsilon)\,\mathrm{Tr}\!\left[\Delta_i\,G^\uparrow_{ij}(\varepsilon)\,\Delta_j\,G^\downarrow_{ji}(\varepsilon)\right]d\varepsilon\,}$$

At zero temperature the integral runs up to $\mu$. In the convention without the factor $\tfrac12$ in the energy, the prefactor is $1/4\pi$.

The structure follows from the two rotations. Each splitting $\Delta$ measures how strongly a turned exchange field mixes the spins on its site, and the Green functions carry the disturbance from one site to the other and back. Both signs of $J_{ij}$ are possible, since the product of two propagators is not of definite phase.

In an antiferromagnet or ferrimagnet some reference directions are reversed. Write $\mathbf e_i=\eta_i\hat{\mathbf z}$ with $\eta_i=\pm1$. The difference of the onsite blocks is now $\Delta_i=\eta_iB_i$, while a transverse displacement $\mathbf u_i$ of the direction enters as $\tfrac12B_i\,\mathbf u_i\cdot\boldsymbol\sigma=\tfrac12\eta_i\Delta_i\,\mathbf u_i\cdot\boldsymbol\sigma$. Each site thus brings one extra factor $\eta$, and

$$J_{ij}=\frac{\eta_i\eta_j}{2\pi}\,\mathrm{Im}\int f\,\mathrm{Tr}\!\left[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\right]d\varepsilon .$$

With this sign a positive constant still favours parallel directions, whatever the reference.

The energy of turning a single site provides an independent condition. The inverse Green functions differ by $(G^\downarrow)^{-1}-(G^\uparrow)^{-1}=H^\uparrow-H^\downarrow=\Delta$, where $\Delta$ is block diagonal in the sites. Multiplying by $G^\uparrow$ from the left and $G^\downarrow$ from the right gives

$$G^\uparrow-G^\downarrow=G^\uparrow\Delta G^\downarrow .$$

For one rotated site the term linear in $V$ contributes $-\tfrac14\theta_i^2\,\mathrm{Tr}[\Delta_i(G^\uparrow_{ii}-G^\downarrow_{ii})]$ inside the integral. The quadratic term contributes $+\tfrac14\theta_i^2\,\mathrm{Tr}[\Delta_iG^\uparrow_{ii}\Delta_iG^\downarrow_{ii}]$: a factor $\tfrac12$ from the expansion, $\tfrac14$ from the two halves in $V_i$, and $2$ from the two spin orders. The identity turns the first contribution into a sum over all sites $j$, and the second removes $j=i$. What remains is

$$\delta\Omega_i=\frac{\theta_i^2}{4\pi}\,\mathrm{Im}\int f\sum_{j\neq i}\mathrm{Tr}\!\left[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\right]d\varepsilon=\tfrac12\theta_i^2\sum_{j\neq i}\eta_i\eta_jJ_{ij}.$$

The Heisenberg energy gives the same result, because $-\eta_i\eta_jJ_{ij}\cos\theta_i$ rises by $\tfrac12\eta_i\eta_jJ_{ij}\theta_i^2$. The pair constants therefore account for the whole second-order energy, including the single-site part. If the hopping itself depended on spin, $\Delta$ would have intersite blocks. The onsite formula would then miss part of the sum, and turning only the onsite field would no longer be a rotation of everything magnetic on that site.

These statements were tested on a cluster of four sites with two orbitals each. The elements of $h$ were drawn at random, and the splitting matrices were $-2$ eV times the unit matrix plus random symmetric parts, so that matrices on different sites did not commute. The chemical potential lay in a gap, and the temperature was zero. The mixed second derivative of $\Omega$ was obtained by diagonalizing the full noncollinear Hamiltonian with two sites tilted by $\pm10^{-3}$ rad. For parallel directions it gave $J_{01}=0.008490$ eV, and the Green-function formula gave the same digits. The curvature for turning one site was $0.080393$ eV by both routes. With site 1 reversed, and the chemical potential placed anew in a gap, both routes gave $J_{01}=0.012032$ eV and a one-site curvature of $0.076312$ eV. This confirms the factor $\eta_i\eta_j$.

The reality of $h$ also matters. Random imaginary antisymmetric parts were added to $h$, both between sites and between the orbitals of one site. They represent a magnetic field that acts on the orbital motion alone. At $\mu=-0.5$ eV and $k_BT=0.1$ eV, with all directions parallel, the mixed derivative for one site tilted along $x$ and the other along $y$ was then $0.037$ eV, whereas for real hopping it vanished within $10^{-6}$ eV. An isotropic pair constant alone does not describe such a system, even without spin-orbit coupling.

The pair constant now follows from the Green functions of the collinear state, for real, spin-independent hopping, and direct diagonalization of a small cluster confirms it. It remains to see what the constant measures when the electrons themselves produce the exchange field, and to apply the formula to a half-metallic lattice.

Numbers in the example were calculated in double precision.
